# Nuclear recoil energy of the Dirac 1s state: a program that tests the result

```python
"""
Result under test (Hartree atomic units, c = 1/alpha):
for the Dirac 1s state of a fixed point charge Z, gamma = sqrt(1-(Z/c)^2),
    <p^2> = Z^2 (2-gamma) / (gamma (2 gamma-1)),  finite for Z/c < sqrt(3)/2,
and the unretarded transverse exchange with a nucleus of mass M,
    T = Z/(c r) [alpha.p + (alpha.rhat)(rhat.p)],
gives <p^2 - T> = Z^2, so the recoil energy is Z^2/(2M) to first order in 1/M.
The spinor is (g chi, i kappa g sigma.rhat chi), g = r^(gamma-1) exp(-Z r),
kappa = (Z/c)/(1+gamma).  Retardation and two-transverse exchange are omitted.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.special import gamma as gamma_function, roots_genlaguerre

c = 1.0 / const.alpha

# Coulomb-gauge vector potential of a unit charge with velocity v (times c):
# it must be divergence-free and obey the unretarded field equation.
x, y, z = sp.symbols("x y z", real=True)
coords = (x, y, z)
radius = sp.sqrt(x*x + y*y + z*z)
velocity = sp.symbols("v1:4", real=True)
r_dot_v = sum(q*v for q, v in zip(coords, velocity))
potential = [(v + q*r_dot_v/radius**2)/(2*radius)
             for q, v in zip(coords, velocity)]
assert sp.simplify(sum(sp.diff(A, q) for A, q in zip(potential, coords))) == 0
phi_dot = -sum(v*sp.diff(1/radius, q) for v, q in zip(velocity, coords))
for A, q in zip(potential, coords):
    laplacian = sum(sp.diff(A, s, 2) for s in coords)
    assert sp.simplify(laplacian - sp.diff(phi_dot, q)) == 0

# Cartesian four-component spinor and its gradient
Zs, gs, cs = sp.symbols("Z gamma c", positive=True)
g_radial = radius**(gs - 1)*sp.exp(-Zs*radius)
kappa_s = Zs/(cs*(1 + gs))
spinor = [g_radial, sp.Integer(0), sp.I*kappa_s*g_radial*z/radius,
          sp.I*kappa_s*g_radial*(x + sp.I*y)/radius]
entries = spinor + [sp.diff(comp, q) for q in coords for comp in spinor]
evaluate = sp.lambdify((x, y, z, Zs, gs, cs), entries, "numpy")

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
zero2 = np.zeros((2, 2))
alphas = np.array([np.block([[zero2, s], [s, zero2]]) for s in pauli])
beta = np.diag([1.0, 1.0, -1.0, -1.0])


def gamma_of(Z):
    return np.sqrt(1 - (Z/c)**2)


def local_fields(Z, r, cos_theta, azimuth=0.7):
    sin_theta = np.sqrt(1 - cos_theta**2)
    n = np.array([sin_theta*np.cos(azimuth), sin_theta*np.sin(azimuth),
                  cos_theta])
    raw = evaluate(n[0]*r, n[1]*r, n[2]*r, Z, gamma_of(Z), c)
    arr = np.array([np.broadcast_to(v, r.shape) for v in raw], dtype=complex)
    return n, arr[:4], arr[4:].reshape(3, 4, len(r))


def densities(Z, r):
    """Angular averages: rho, |alpha.p psi|^2, |grad psi|^2, two parts of T."""
    nodes, weights = np.polynomial.legendre.leggauss(4)
    total = np.zeros((5, len(r)))
    for cos_theta, weight in zip(nodes, weights/2):
        n, psi, grad = local_fields(Z, r, cos_theta)
        alpha_p_psi = -1j*np.einsum("kab,kbr->ar", alphas, grad)
        alpha_r = np.einsum("k,kab->ab", n, alphas)
        p_r_psi = -1j*np.einsum("k,kar->ar", n, grad)
        part_1 = Z/(c*r)*np.sum(psi.conj()*alpha_p_psi, axis=0)
        part_2 = Z/(c*r)*np.sum(psi.conj()*(alpha_r @ p_r_psi), axis=0)
        total += weight*np.array([
            np.sum(abs(psi)**2, axis=0), np.sum(abs(alpha_p_psi)**2, axis=0),
            np.sum(abs(grad)**2, axis=(0, 1)), part_1.real, part_2.real])
    return total


def position_averages(Z):
    """Gauss-Laguerre integration of the local densities, and 1/r, 1/r^2."""
    gam = gamma_of(Z)
    t, w = roots_genlaguerre(12, 2*gam - 2)
    r = t/(2*Z)
    weight = w*np.exp(t)*t**(2 - 2*gam)*r**2
    d = densities(Z, r)
    norm = np.sum(weight*d[0])
    inverse = [np.sum(weight*d[0]/r**k)/norm for k in (1, 2)]
    return d[1:] @ weight/norm, inverse


def momentum_densities(Z, p):
    """Radial momentum density from the Fourier-transformed components."""
    gam = gamma_of(Z)
    kappa = Z/(c*(1 + gam))
    angle = np.arctan2(p, Z)
    size = np.hypot(p, Z)
    upper = (gamma_function(gam + 1)*np.sin((gam + 1)*angle)
             / size**(gam + 1)/p)
    lower = kappa*(gamma_function(gam)*np.sin(gam*angle)/size**gam/p**2
                   - gamma_function(gam + 1)*np.cos((gam + 1)*angle)
                   / size**(gam + 1)/p)
    return p**2*(upper**2 + lower**2)


def momentum_average(Z):
    p = Z*np.exp(np.linspace(-15, 60, 20001))
    density = momentum_densities(Z, p)*p
    return np.sum(density*p**2)/np.sum(density)


# The spinor solves the Dirac equation, away from the coordinate axes too
for Z in (15.0, 80.0, 118.0):
    r = np.array([0.1, 0.7, 2.0])/Z
    n, psi, grad = local_fields(Z, r, 0.3)
    h_psi = (-1j*c*np.einsum("kab,kbr->ar", alphas, grad)
             + c**2*(beta @ psi) - Z/r*psi)
    error = np.max(abs(h_psi - gamma_of(Z)*c**2*psi))
    assert error < 1e-10*c**2*np.max(abs(psi))

print(f"speed of light c = {c:.6f} a.u.")
print(f"threshold charge sqrt(3)/(2 alpha) = {np.sqrt(3)/2*c:.3f}")
print("Point charges; p2, T, p2-T in units of Z^2 (a.u.)")
print("  Z   Z*alpha   gamma      p2          T         p2-T")
results = {}
for Z in (15.0, 50.0, 80.0, 110.0, 118.0):
    gam = gamma_of(Z)
    (p2, p2_grad, T_main, T_radial), inverse = position_averages(Z)
    p2_formula = Z**2*(2 - gam)/(gam*(2*gam - 1))
    T_formula = 2*Z**2*(Z/c)**2/(gam*(2*gam - 1))
    assert np.isclose(inverse[0], Z/gam, rtol=1e-8)
    assert np.isclose(inverse[1], 2*Z**2/(gam*(2*gam - 1)), rtol=1e-8)
    assert np.isclose(p2, p2_formula, rtol=1e-8)
    assert np.isclose(p2_grad, p2_formula, rtol=1e-8)
    assert np.isclose(T_main, T_formula, rtol=1e-8)
    assert abs(T_radial) < 1e-9*p2
    T = T_main + T_radial
    assert abs(p2 - T - Z**2) < 1e-8*p2
    results[Z] = (p2, T, inverse)
    print(f"{Z:4.0f} {Z/c:9.6f} {gam:9.6f} {p2/Z**2:11.6f}"
          f" {T/Z**2:11.6f} {(p2-T)/Z**2:10.6f}")

print("p2/Z^2 from the momentum distribution")
for Z in (15.0, 50.0, 80.0):
    from_momentum = momentum_average(Z)
    assert np.isclose(from_momentum, results[Z][0], rtol=1e-7)
    print(f"  Z = {Z:.0f}: {from_momentum/Z**2:.6f}")

# Logarithmic growth with a momentum cutoff exactly at threshold
gl_nodes, gl_weights = np.polynomial.legendre.leggauss(400)


def log_integral(function, low, high):
    a, b = np.log(low), np.log(high)
    q = np.exp((a + b)/2 + (b - a)/2*gl_nodes)
    return (b - a)/2*np.sum(gl_weights*q*function(q), axis=-1)


Z_threshold = np.sqrt(3)/2*c
norm_p = log_integral(lambda p: momentum_densities(Z_threshold, p),
                      1e-7*Z_threshold, 1e10*Z_threshold)
print("At threshold: growth of p2 per decade of cutoff, units c^2")
for low in (1e4, 1e6):
    growth = log_integral(lambda p: p**2*momentum_densities(Z_threshold, p),
                          low*Z_threshold, 10*low*Z_threshold)/norm_p/c**2
    assert np.isclose(growth, 9/4*np.log(10), rtol=1e-3)
    print(f"  from p/Z = {low:.0e}: {growth:.5f}")
print(f"  predicted (9/4) ln 10: {9/4*np.log(10):.5f}")

# Local cancellation outside a radius r0, and the surface term of |grad psi|^2
print("Integrals over r > r0, units Z^2; S = surface term")
print("Z*alpha   Z*r0      p2        T      p2-T       S")
for coupling in (np.sqrt(3)/2, 0.9):
    Z = coupling*c
    gam = gamma_of(Z)
    kappa = Z/(c*(1 + gam))
    norm = log_integral(lambda r: r**2*densities(Z, r)[0], 1e-16/Z, 40/Z)
    for cutoff in (1e-2, 1e-4, 1e-6):
        r0 = cutoff/Z
        values = log_integral(lambda r: r**2*densities(Z, r), r0, 40/Z)/norm
        outside, p2, p2_grad, T_main, T_radial = values
        T = T_main + T_radial
        assert np.isclose((p2 - T)/Z**2, outside, rtol=1e-8)
        f_squared = kappa**2*r0**(2*gam - 2)*np.exp(-2*Z*r0)
        radial_norm = ((1 + kappa**2)*gamma_function(2*gam + 1)
                       / (2*Z)**(2*gam + 1))
        surface = 2*r0*f_squared/radial_norm
        assert np.isclose(p2_grad - p2, surface, rtol=1e-6)
        print(f"{coupling:.5f} {cutoff:8.0e} {p2/Z**2:9.4f} {T/Z**2:9.4f}"
              f" {(p2-T)/Z**2:9.6f} {(p2_grad-p2)/Z**2:9.5f}")
    if coupling < 0.9:
        assert np.isclose(surface/Z**2, 2, rtol=1e-4)

# Hydrogen-like phosphorus with the nuclear mass rounded to 31 u
Z = 15.0
mass = 31*const.atomic_mass/const.m_e
p2, T, inverse = results[Z]
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
total = (p2 - T)/(2*mass)
print("Hydrogen-like phosphorus, Z = 15, M = 31 u")
print(f"  M = {mass:.2f} electron masses")
print(f"  <1/r> = {inverse[0]:.6f} a.u.")
print(f"  <1/r^2> = {inverse[1]:.5f} a.u.")
print(f"  <p^2> = {p2:.6f} a.u.")
print(f"  <T> = {T:.6f} a.u.")
print(f"  <p^2-T> = {p2-T:.6f} a.u.")
print(f"  kinetic recoil <p^2>/(2M) = {p2/(2*mass):.8e} hartree")
print(f"  transverse recoil -<T>/(2M) = {-T/(2*mass):.8e} hartree")
print(f"  total recoil = {total:.8e} hartree")
print(f"  total recoil = {total*hartree_eV:.6f} eV")
print("checks complete")
```

Printed output:

```
speed of light c = 137.035999 a.u.
threshold charge sqrt(3)/(2 alpha) = 118.677
Point charges; p2, T, p2-T in units of Z^2 (a.u.)
  Z   Z*alpha   gamma      p2          T         p2-T
  15  0.109460  0.993991    1.024401    0.024401   1.000000
  50  0.364868  0.931059    1.331708    0.331708   1.000000
  80  0.583788  0.811906    2.345802    1.345802   1.000000
 110  0.802709  0.596371   12.211200   11.211200   1.000000
 118  0.861088  0.508457  173.442230  172.442230   1.000000
p2/Z^2 from the momentum distribution
  Z = 15: 1.024401
  Z = 50: 1.331708
  Z = 80: 2.345802
At threshold: growth of p2 per decade of cutoff, units c^2
  from p/Z = 1e+04: 5.18072
  from p/Z = 1e+06: 5.18082
  predicted (9/4) ln 10: 5.18082
Integrals over r > r0, units Z^2; S = surface term
Z*alpha   Z*r0      p2        T      p2-T       S
0.86603    1e-02   11.0639   10.0641  0.999803   1.96040
0.86603    1e-04   24.8205   23.8205  1.000000   1.99960
0.86603    1e-06   38.6354   37.6354  1.000000   2.00000
0.90000    1e-02   15.9558   14.9561  0.999634   3.83492
0.90000    1e-04   51.0933   50.0933  1.000000   7.05986
0.90000    1e-06  114.7355  113.7355  1.000000  12.74449
Hydrogen-like phosphorus, Z = 15, M = 31 u
  M = 56509.54 electron masses
  <1/r> = 15.090677 a.u.
  <1/r^2> = 458.22714 a.u.
  <p^2> = 230.490274 a.u.
  <T> = 5.490274 a.u.
  <p^2-T> = 225.000000 a.u.
  kinetic recoil <p^2>/(2M) = 2.03939247e-03 hartree
  transverse recoil -<T>/(2M) = -4.85782865e-05 hartree
  total recoil = 1.99081419e-03 hartree
  total recoil = 0.054173 eV
checks complete
```
